# Retardation in the 2p to 1s transition of a one-electron atom

A one-electron atom in a 2p state emits a photon and falls to 1s. In the dipole approximation the photon's plane wave is replaced by 1 over the whole atom. Here the plane wave is kept, and the task is to find what it does to the amplitude and to the rate.

The model is a spinless, nonrelativistic electron bound to a fixed point charge \(Z\). Atomic units are used, so \(\hbar=m=e=1\) and \(c=1/\alpha\). The Hamiltonian is \(H=p^2/2-Z/r\), with levels \(-Z^2/(2N^2)\) for principal quantum number \(N\). The orbitals are

\[
\psi_{1s}=\frac{Z^{3/2}}{\sqrt\pi}\,e^{-Zr},\qquad
\psi_{2p,\mathbf n}=\frac{Z^{5/2}}{4\sqrt{2\pi}}\,(\mathbf n\cdot\mathbf r)\,e^{-Zr/2},
\]

where the real unit vector \(\mathbf n\) is the axis of the 2p orbital. The photon has wave vector \(\mathbf k\), frequency \(\omega=ck\) and real polarization \(\boldsymbol\varepsilon\), with \(\boldsymbol\varepsilon\cdot\mathbf k=0\).

## (a) The rate and the amplitude

**Find the emission rate per unit solid angle in terms of a matrix element that contains the full plane wave.**

*Solution.* The electron has charge \(-1\), so its kinetic energy in the field is \((\mathbf p+\mathbf A/c)^2/2\). In the gauge \(\nabla\cdot\mathbf A=0\) the term linear in the field is \(\mathbf A\cdot\mathbf p/c\). The term in \(A^2\) changes the photon number by 0 or 2, so at first order it does not emit a single photon.

In a box of volume \(V\), the part of \(\mathbf A\) that creates one photon has the amplitude \(c\sqrt{2\pi/(\omega V)}\;\boldsymbol\varepsilon\,e^{-i\mathbf k\cdot\mathbf r}\). The matrix element of the coupling is therefore \(\sqrt{2\pi/(\omega V)}\,M\), with

\[
M=\langle 1s|\,e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\varepsilon\cdot\mathbf p\,|2p_{\mathbf n}\rangle .
\]

The number of photon modes in \(d\Omega\) and \(d\omega\), per polarization, is \(V\omega^2d\omega\,d\Omega/[(2\pi)^3c^3]\). The golden rule gives

\[
\frac{d\Gamma}{d\Omega}
=\sum_{\boldsymbol\varepsilon}2\pi\cdot\frac{2\pi}{\omega V}|M|^2\cdot\frac{V\omega^2}{(2\pi)^3c^3}
=\frac{\omega}{2\pi c^3}\sum_{\boldsymbol\varepsilon}|M|^2 .
\]

With a fixed nucleus there is no recoil, and energy conservation requires

\[
\omega=-\frac{Z^2}{8}+\frac{Z^2}{2}=\frac{3Z^2}{8}.
\]

## (b) Moving the momentum onto the 1s orbital

**Reduce \(M\) to a single integral without derivatives.**

*Solution.* With \(\mathbf p=-i\nabla\), the commutator is

\[
[\boldsymbol\varepsilon\cdot\mathbf p,\;e^{-i\mathbf k\cdot\mathbf r}]=-(\boldsymbol\varepsilon\cdot\mathbf k)\,e^{-i\mathbf k\cdot\mathbf r}=0 ,
\]

because the wave is transverse. The momentum may thus stand to the left of the plane wave. An integration by parts, whose surface term vanishes because the orbitals decay exponentially, gives

\[
M=-i\int\psi_{1s}\,\boldsymbol\varepsilon\cdot\nabla\!\left(e^{-i\mathbf k\cdot\mathbf r}\psi_{2p,\mathbf n}\right)d^3r
=+i\int(\boldsymbol\varepsilon\cdot\nabla\psi_{1s})\,e^{-i\mathbf k\cdot\mathbf r}\,\psi_{2p,\mathbf n}\,d^3r .
\]

Since \(\nabla\psi_{1s}=-Z(\mathbf r/r)\psi_{1s}\), the sign changes once more. The product of the two normalization constants is \(Z^4/(4\sqrt2\,\pi)\), and the exponents add to \(\lambda r\) with \(\lambda=Z+Z/2=3Z/2\). Hence

\[
M=-iZ\,\frac{Z^4}{4\sqrt2\,\pi}\,I,\qquad
I=\int\frac{(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf n\cdot\mathbf r)}{r}\,e^{-\lambda r}e^{-i\mathbf k\cdot\mathbf r}\,d^3r .
\]

## (c) The form factor

**Evaluate \(I\), and find the ratio \(F\) of \(M\) to its value at \(k=0\).**

*Solution.* Start from the integral without the two factors in the numerator. The angular integration gives \(4\pi\sin(kr)/(kr)\), so

\[
G(\mathbf k)=\int\frac{e^{-\lambda r}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r
=\frac{4\pi}{k}\int_0^\infty e^{-\lambda r}\sin(kr)\,dr
=\frac{4\pi}{\lambda^2+k^2}.
\]

Each derivative with respect to \(\mathbf k\) brings down \(-i\mathbf r\). Two of them bring down \(-(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf n\cdot\mathbf r)\), so \(I=-(\boldsymbol\varepsilon\cdot\nabla_k)(\mathbf n\cdot\nabla_k)G\). In these derivatives \(\boldsymbol\varepsilon\) is a constant vector, and transversality is imposed at the end:

\[
(\mathbf n\cdot\nabla_k)G=-\frac{8\pi\,\mathbf n\cdot\mathbf k}{(\lambda^2+k^2)^2},
\]

\[
I=\frac{8\pi\,\boldsymbol\varepsilon\cdot\mathbf n}{(\lambda^2+k^2)^2}
-\frac{32\pi(\mathbf n\cdot\mathbf k)(\boldsymbol\varepsilon\cdot\mathbf k)}{(\lambda^2+k^2)^3}
=\frac{8\pi\,\boldsymbol\varepsilon\cdot\mathbf n}{(\lambda^2+k^2)^2}.
\]

Insertion into \(M\), with \(8\pi/(4\sqrt2\,\pi)=\sqrt2\), gives

\[
M=-i\sqrt2\,Z^5\,\frac{\boldsymbol\varepsilon\cdot\mathbf n}{(\lambda^2+k^2)^2}.
\]

At \(k=0\), \(\lambda^4=81Z^4/16\) and \(M_0=-i(16\sqrt2/81)\,Z\,\boldsymbol\varepsilon\cdot\mathbf n\). The ratio is

\[
F=\frac{M}{M_0}=\left(1+\frac{k^2}{\lambda^2}\right)^{-2}
=\left[1+\left(\frac{2\kappa}{3}\right)^2\right]^{-2},\qquad \kappa=\frac{k}{Z}.
\]

In ordinary units \(\kappa=ka_0/Z\): the wave number is measured in units of \(Z/a_0\). No expansion in \(k\) has been made. Since \(F\) is even in \(\mathbf k\), it also holds for absorption, where the plane wave has the opposite sign.

The length that matters is \(1/\lambda=2/(3Z)\), the decay length of the product of the two orbitals. For \(k\ll\lambda\) the factor tends to 1. At \(k=\lambda\) it is \(1/4\), and for \(k\gg\lambda\) it falls as \((\lambda/k)^4\). The last two cases treat \(k\) as a free variable; part (d) shows which value the emitted photon has.

The formula for \(M\) was tested against three-dimensional quadrature of the defining matrix element, with \(\mathbf p\) acting on the 2p orbital. For oblique vectors and \(\kappa\) from 0 to 2, at \(Z=4\), the two agree to better than \(10^{-8}\) atomic units.

## (d) The order of the correction

**Insert the wave number of the emitted photon. To which order in \(Z\alpha\) does retardation change the amplitude, and why is there no lower order?**

*Solution.* From \(k=\omega/c=3Z^2\alpha/8\) it follows that

\[
\kappa=\frac{3Z\alpha}{8},\qquad q\equiv\frac{2\kappa}{3}=\frac{Z\alpha}{4},\qquad
F=\left[1+\frac{(Z\alpha)^2}{16}\right]^{-2}.
\]

With \((1+q^2)^{-2}=1-2q^2+3q^4-\dots\), the relative reduction of the amplitude is

\[
1-F=\frac{(Z\alpha)^2}{8}-\frac{3(Z\alpha)^4}{256}+\dots
\]

Retardation is thus of relative order \((Z\alpha)^2\).

The phase \(\mathbf k\cdot\mathbf r\) itself is of order \(Z\alpha\), since \(r\sim1/Z\) and \(k\sim Z^2\alpha\). A first-order effect would come from

\[
-i\,\langle1s|(\mathbf k\cdot\mathbf r)(\boldsymbol\varepsilon\cdot\mathbf p)|2p_{\mathbf n}\rangle .
\]

The operator here is a product of two odd vectors and is even under \(\mathbf r\to-\mathbf r\). The 1s orbital is even and the 2p orbital odd, so the integrand is odd and the term vanishes. The same argument removes every odd power of \(\mathbf k\cdot\mathbf r\) in the expansion of the plane wave.

The first surviving correction comes from \(-(\mathbf k\cdot\mathbf r)^2/2\). According to \(F\) it must be \(-2k^2/\lambda^2\) relative to \(M_0\). For \(Z=4\), \(\lambda=6\) and the coefficient of \(k^2\) is \(-2/36=-0.0556\) bohr². Direct quadrature of the quadratic term gives the same value, and quadrature of the linear term gives zero within \(10^{-10}\).

## (e) The total rate

**Sum over polarizations and photon directions. How does retardation change the total rate and the angular distribution?**

*Solution.* The two polarization vectors and \(\hat{\mathbf k}\) form an orthonormal set, so

\[
\sum_{\boldsymbol\varepsilon}(\boldsymbol\varepsilon\cdot\mathbf n)^2=1-(\hat{\mathbf k}\cdot\mathbf n)^2=\sin^2\theta,\qquad
\int\sin^2\theta\,d\Omega=\frac{8\pi}{3},
\]

where \(\theta\) is the angle between \(\mathbf k\) and \(\mathbf n\). The factor \(F\) depends on \(k\) but not on direction. The dipole pattern \(\sin^2\theta\) is therefore unchanged in this model, and the rate is multiplied by \(F^2\):

\[
\Gamma=\frac{\omega}{2\pi c^3}\cdot\frac{8\pi}{3}\cdot\frac{512}{6561}Z^2F^2
=\frac43\cdot\frac{3Z^2}{8}\,\alpha^3\cdot\frac{512}{6561}Z^2F^2
=\frac{256}{6561}\,\alpha^3Z^4F^2 .
\]

Here \((16\sqrt2/81)^2=512/6561\) was used. From \((1+q^2)^{-4}=1-4q^2+10q^4-\dots\), the relative reduction of the rate is

\[
1-F^2=\frac{(Z\alpha)^2}{4}-\frac{5(Z\alpha)^4}{128}+\dots
\]

## (f) Numbers for Be³⁺

**Evaluate the effect for the one-electron ion Be³⁺, and examine how it scales with \(Z\).**

*Solution.* For \(Z=4\) the photon energy is \(\omega=3\cdot16/8=6\) hartree, or 163.27 eV, and the wavelength is 7.594 nm. These are values of the model. Dirac energies and the finite mass of the ⁹Be nucleus move them to 163.29 eV and 7.593 nm for \(2p_{1/2}\), and to 163.30 eV and 7.592 nm for \(2p_{3/2}\), before radiative corrections. Further,

\[
k=6\alpha=0.04378\ \text{bohr}^{-1},\qquad
\kappa=\frac{0.04378}{4}=0.01095,\qquad
q=\frac{2\kappa}{3}=0.007297 .
\]

For this ion \(q=Z\alpha/4\) equals \(\alpha\) itself. The amplitude is reduced by the fraction \(2q^2=1.065\times10^{-4}\), and the rate by \(2.130\times10^{-4}\).

The dipole rate is \(1.60469\times10^{11}\ \text{s}^{-1}\). With retardation it becomes

\[
\Gamma=1.60469\times10^{11}\,(1-2.130\times10^{-4})\ \text{s}^{-1}=1.60435\times10^{11}\ \text{s}^{-1}.
\]

The lifetime rises from 6.2317 to 6.2331 ps. The last digits show the size of the effect within the model and do not predict a measured lifetime. With Dirac states and a fixed nucleus the lifetime is 6.2311 ps for \(2p_{1/2}\) and 6.2330 ps for \(2p_{3/2}\), and the finite nuclear mass shortens both by a further fraction \(3.0\times10^{-4}\); see part (h).

Rates summed explicitly over directions and polarizations give the following reductions:

| \(Z\) | \(1-F^2\) | \((1-F^2)/(Z\alpha)^2\) |
|---:|---:|---:|
| 1 | \(1.331\times10^{-5}\) | 0.2500 |
| 4 | \(2.130\times10^{-4}\) | 0.2500 |
| 20 | \(5.307\times10^{-3}\) | 0.2492 |
| 60 | \(4.652\times10^{-2}\) | 0.2427 |

The last column approaches \(1/4\) at small \(Z\). Its decrease at large \(Z\) comes from the next term of the series, \(-5(Z\alpha)^2/128\) in this ratio. The entries illustrate the formula and are not predictions for real atoms or ions. At every \(Z\) relativity contributes at the same order, and at small \(Z\) the nuclear mass matters more: it changes the rate by \(-5.4\times10^{-4}\) for hydrogen and by \(+3.0\times10^{-4}\) for Be³⁺.

## (g) Position in place of momentum

**At \(k=0\) the momentum may be exchanged for the position. Does the exchange give the same form factor when the plane wave is present?**

*Solution.* From \([\mathbf r,H]=i\mathbf p\) one has \(\mathbf p=-i[\mathbf r,H]\), and between eigenstates

\[
\langle1s|\boldsymbol\varepsilon\cdot\mathbf p|2p\rangle=-i\,\omega\,\langle1s|\boldsymbol\varepsilon\cdot\mathbf r|2p\rangle .
\]

For Be³⁺ this reads \(6\times0.18623=1.1174\) in magnitude, which is the momentum element found directly.

Now write \(f=e^{-i\mathbf k\cdot\mathbf r}\). In \(\langle1s|f(\boldsymbol\varepsilon\cdot\mathbf r\,H-H\,\boldsymbol\varepsilon\cdot\mathbf r)|2p\rangle\) the second \(H\) must pass \(f\) before it reaches the 1s state. With \(fH=Hf+[f,H]\),

\[
M=-i\omega\langle1s|f\,\boldsymbol\varepsilon\cdot\mathbf r|2p\rangle
+i\,\langle1s|[f,H]\,\boldsymbol\varepsilon\cdot\mathbf r|2p\rangle .
\]

The second term vanishes at \(k=0\) but not in general. To see what is lost without it, evaluate the first term alone. Its integral differs from \(I\) by a factor \(r\) in the integrand, which \(-\partial/\partial\lambda\) supplies:

\[
\int(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf n\cdot\mathbf r)e^{-\lambda r}f\,d^3r
=-\frac{\partial}{\partial\lambda}\frac{8\pi\,\boldsymbol\varepsilon\cdot\mathbf n}{(\lambda^2+k^2)^2}
=\frac{32\pi\lambda\,\boldsymbol\varepsilon\cdot\mathbf n}{(\lambda^2+k^2)^3}.
\]

Relative to \(k=0\) this is \((1+k^2/\lambda^2)^{-3}\), with the power \(-3\) in place of \(-2\). At \(\kappa=0.5\), where \(k^2/\lambda^2=1/9\), the position operator gives \(0.9^3=0.729\) and the momentum operator \(0.9^2=0.810\). Quadrature confirms both.

For the emitted photon the first term alone would reduce the amplitude by \(3(Z\alpha)^2/16\) instead of \((Z\alpha)^2/8\). The order would be right and the coefficient wrong. The commutator term makes up the difference.

## (h) Other effects of the same order

**Is \(1-F^2\) the complete correction of order \((Z\alpha)^2\) to the rate? Compare it with the magnetic coupling of the spin and with the Dirac level energies.**

*Solution.* It is not complete, as two estimates show.

*Spin.* An electron with spin also has the coupling \(\boldsymbol\sigma\cdot\mathbf B/(2c)\), with \(\mathbf B=\nabla\times\mathbf A\). For the emitted wave the curl gives \(-i\mathbf k\times\boldsymbol\varepsilon\,f\). In \(M\), the operator \(f\,\boldsymbol\varepsilon\cdot\mathbf p\) is then accompanied by \(-\tfrac i2\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\varepsilon)f\). With a spin factor of magnitude 1, its size is \((k/2)|\langle1s|f|2p_{\mathbf n}\rangle|\).

The integral follows from \(\int e^{-\lambda r}f\,d^3r=-\partial G/\partial\lambda=8\pi\lambda/(\lambda^2+k^2)^2\) and \(\mathbf r f=i\nabla_kf\):

\[
\langle1s|f|2p_{\mathbf n}\rangle
=\frac{Z^4}{4\sqrt2\,\pi}\cdot\frac{-32\pi i\lambda\,\mathbf n\cdot\mathbf k}{(\lambda^2+k^2)^3}
=-\frac{8i\lambda Z^4\,\mathbf n\cdot\mathbf k}{\sqrt2\,(\lambda^2+k^2)^3}.
\]

This is largest for \(\mathbf n\) along \(\mathbf k\), where the \(\mathbf A\cdot\mathbf p\) amplitude vanishes. Compare it with the \(\mathbf A\cdot\mathbf p\) amplitude of an orbital along \(\boldsymbol\varepsilon\):

\[
\frac{k}{2}\cdot\frac{8\lambda Z^4k}{\sqrt2(\lambda^2+k^2)^3}\cdot\frac{(\lambda^2+k^2)^2}{\sqrt2\,Z^5}
=\frac{2\lambda k^2}{Z(\lambda^2+k^2)}=\frac{3q^2}{1+q^2}\approx\frac{3(Z\alpha)^2}{16}.
\]

The last steps use \(\lambda/Z=3/2\) and \(q=k/\lambda\). For Be³⁺ the ratio is \(1.60\times10^{-4}\), larger than the amplitude reduction \(1.06\times10^{-4}\). It compares two amplitudes and is not a correction to be added to the rate. For a real 2p orbital with a fixed spin the two amplitudes differ in phase by 90° or lead to different final spins. They do not interfere, and the spin term changes the total rate only at relative order \((Z\alpha)^4\). In the states \(2p_{1/2}\) and \(2p_{3/2}\) orbital and spin are coupled. The amplitudes then interfere, and the rate changes at order \((Z\alpha)^2\): by the fraction \(+3(Z\alpha)^2/8\) for \(2p_{1/2}\) and \(-3(Z\alpha)^2/16\) for \(2p_{3/2}\).

*Level energies.* Let \(x=(Z\alpha)^2\). In units of the electron rest energy, the Dirac levels and their expansions are

\[
E_{1s}=\sqrt{1-x}=1-\frac x2-\frac{x^2}{8}-\dots,
\]

\[
E_{2p_{1/2}}=\sqrt{\frac{1+\sqrt{1-x}}2}=1-\frac x8-\frac{5x^2}{128}-\dots,
\]

\[
E_{2p_{3/2}}=\sqrt{1-\frac x4}=1-\frac x8-\frac{x^2}{128}-\dots
\]

The differences from 1s are \(\tfrac{3x}8+\tfrac{11x^2}{128}\) and \(\tfrac{3x}8+\tfrac{15x^2}{128}\). Division by the nonrelativistic value \(3x/8\) gives relative increases of the photon energy of \(11x/48\) for \(2p_{1/2}\) and \(5x/16\) for \(2p_{3/2}\). For Be³⁺ they are \(1.95\times10^{-4}\) and \(2.66\times10^{-4}\), comparable with the retardation effect on the rate.

The photon energy is a factor in the rate, so these shifts act against the reduction by \(F^2\). They cannot simply be added to it, because the wave functions in the matrix element also change. A calculation with Dirac wave functions and energies, the Dirac coupling to the field and the full plane wave treats relativity, spin and retardation together for a fixed point nucleus. At small \(Z\) it changes the dipole rate by the fraction \(+0.118(Z\alpha)^2\) for \(2p_{1/2}\) and \(-0.231(Z\alpha)^2\) for \(2p_{3/2}\), to be compared with \(-0.25(Z\alpha)^2\) from \(F^2\); for \(2p_{1/2}\) even the sign differs. Radiative corrections and the motion of the nucleus, both left out here, must be treated separately. For a nucleus of mass \(M_N\), in electron masses, the dipole rate is multiplied by \([M_N/(M_N+1)]^3(1+Z/M_N)^2\). The factor \(F\) is the retardation part for Schrödinger orbitals and the coupling \(\mathbf A\cdot\mathbf p\). The numerical output below gives the values of the model, the spin ratio and the level shifts to more digits.

## Computed results

```
One-electron ion Be3+, fixed nucleus, Schroedinger model
nuclear charge Z                      4
fine-structure constant alpha         0.007297353
Z alpha                               0.0291894
(Z alpha)^2                           8.520217e-04
photon energy                         6.0000 hartree
photon energy                         163.268 eV
wavelength                            7.5939 nm
wave number k                         0.0437841 1/bohr
kappa = k a0/Z                        0.0109460
2 kappa/3                             0.0072974
dipole length |<1s|z|2pz>|            0.186234 bohr
dipole momentum |<1s|pz|2pz>|         1.117403 a.u.
form factor F (quadrature)            0.999893506
form factor F (formula)               0.999893506
amplitude reduction 1-F               1.06494e-04
rate reduction 1-F^2                  2.12977e-04
leading estimate (Z alpha)^2/4        2.13005e-04
dipole rate                           1.604689e+11 1/s
retarded rate                         1.604347e+11 1/s
lifetime, dipole                      6.23174 ps
lifetime, retarded                    6.23307 ps
Other effects of the same order, Be3+
spin-magnetic/A.p amplitude           1.59746e-04
Dirac energy shift, 2p1/2 (fraction)  1.95336e-04
Dirac energy shift, 2p3/2 (fraction)  2.66376e-04
Expansion in k, Z = 4, relative to the dipole amplitude
size of linear coefficient < 1e-10    True
quadratic coefficient                 -0.0555556 bohr^2
Operators compared at kappa = 0.5
ratio with p (power -2)               0.810000
ratio with r (power -3)               0.729000
Scaling: Z, rate reduction, reduction/(Z alpha)^2
   1   1.33127e-05   0.25000
   4   2.12977e-04   0.24997
  20   5.30746e-03   0.24917
  60   4.65243e-02   0.24269
largest amplitude error < 1e-8 a.u.   True
```
